# Clausing's equation for a tube as long as it is wide

Consider a hole 200 nm wide and 200 nm deep, exposed to a dilute gas. If its bottom captures every arriving molecule and its walls capture none, the bottom collects 0.514 of the flux falling on an open surface. If the gas is silane with a rough sticking probability of 0.001 on the silicon bottom, the same model gives a growth rate 0.999 of the open-surface rate. Both numbers follow from one quantity, the transmission probability $W$ of the tube.

## Model and geometry

A circular tube has diameter $D$ and length $L$. Molecules enter uniformly over one opening, with the cosine-law directions of an isotropic gas. They do not collide with each other. A molecule that hits the wall leaves from the same point with a new cosine-law direction, independent of its arrival. All lengths below are in units of $D$; thus $l=L/D$, the radius is $1/2$, and $x$ is the distance from the inlet. Let $s_x=\sqrt{1+x^2}$.

**Disc to disc.** Let $T(x)$ be the fraction of entering molecules that cross the plane at $x$ before any wall hit. Draw the sphere through the rims of the inlet disc and the disc at $x$. Its radius is $\rho=\sqrt{1/4+x^2/4}=s_x/2$. For a diffuse emitter, the fraction sent from a surface element to an area $dA$ at distance $r$ is $\cos\theta_1\cos\theta_2\,dA/(\pi r^2)$. Inside a sphere both cosines equal $r/(2\rho)$, so the fraction is $dA/(4\pi\rho^2)$ wherever the emitter lies.

Each disc cuts off an outer spherical cap of height $\rho-x/2$ and area $A_c=2\pi\rho(\rho-x/2)$. A straight line crosses both discs if and only if it joins the two caps. In an isotropic gas the flow along such lines, per unit flux, is $A_c^2/(4\pi\rho^2)$. Dividing by the disc area $\pi/4$ gives

$$T(x)=\frac{4\pi^2\rho^2(\rho-x/2)^2}{4\pi\rho^2\,(\pi/4)}=4(\rho-x/2)^2=(s_x-x)^2 .$$

**Wall to disc.** Let $F(x)$ be the fraction emitted from a wall point that flies directly through an end disc at distance $x$. Molecules that cross plane $x$ but not plane $x+dx$ have hit the wall between them, so the first-hit fraction there is $-T'(x)\,dx$. The exchange expression is symmetric in its two surface elements. Equating the two directions of exchange between the disc, of area $\pi/4$, and the ring, of area $\pi\,dx$, gives $(\pi/4)(-T'dx)=\pi\,dx\,F$. Since $s_x'=x/s_x$,

$$T'=2(s_x-x)\left(\frac{x}{s_x}-1\right)=-\frac{2(s_x-x)^2}{s_x},$$

$$F(x)=-\frac{T'}{4}=\frac{(s_x-x)^2}{2s_x}=\frac{x^2+1/2}{s_x}-x .$$

The density of first wall hits is therefore $4F(x)$.

**Wall to wall.** The same plane-crossing argument, now for molecules emitted from the wall, gives the landing density at axial distance $x$:

$$K(x)=-F'(x)=1-\frac{2x}{s_x}+\frac{x(x^2+1/2)}{s_x^3}
=1-\frac{x^3+3x/2}{s_x^3}.$$

One more derivative is useful:

$$K'(x)=-\frac{(3x^2+3/2)(x^2+1)-3x(x^3+3x/2)}{s_x^5}=-\frac{3}{2s_x^5}.$$

Because $F(0)=1/2$, integrating $K=-F'$ on both sides of a wall point gives

$$\int_0^l K(|x-y|)\,dy=1-F(x)-F(l-x).$$

This says that each flight ends on the wall or leaves through one of the two openings.

## The integral equation

Let $w(x)$ be the probability that a molecule just emitted from the wall at $x$ finally leaves through the outlet. Its next flight either reaches the outlet directly or lands at some $y$, where the problem restarts:

$$w(x)=F(l-x)+\int_0^lK(|x-y|)w(y)\,dy. \tag{1}$$

An entering molecule passes directly or makes a first wall hit, so

$$W=T(l)+4\int_0^lF(x)w(x)\,dx. \tag{2}$$

By reflection, $w(l-x)$ is the probability of leaving through the inlet. In a finite tube every flight has an escape probability bounded above zero, so eventual escape has probability one and $w(x)+w(l-x)=1$.

Two limits fix the factors. For a very short tube, $T\simeq1-2l$. The remaining $2l$ hits the wall, and half of it goes forward, so $W\simeq1-l$.

For a very long tube, ignore end corrections and let the wall emission rate fall linearly, as $\nu=1-x/l$ relative to the inlet flux. A ring of thickness $du$ has $4\,du$ times the area of an opening. The net flow through an interior plane is

$$W\simeq4\int_0^\infty F(u)[\nu(x-u)-\nu(x+u)]du
=\frac8l\int_0^\infty uF\,du=\frac2l\int_0^\infty T\,du .$$

The last step uses $F=-T'/4$ and integration by parts. With $u=\sinh t$, $T=e^{-2t}$ and $du=\cosh t\,dt$, the remaining integral is $\frac12(1+\frac13)=\frac23$. Hence $W\simeq4/(3l)$. Neither limit serves at $l=1$: they give 0 and 1.33.

## Quadrature that respects the kink

The kernel has slope $+3/2$ just to the left of $y=x$ and $-3/2$ just to the right. A quadrature rule applied across this kink loses its high order. The solution itself has no kink. To see this, split the integral in (1) at $x$ and differentiate. The boundary terms $K(0)w(x)$ and $-K(0)w(x)$ cancel, leaving

$$w'(x)=K(l-x)+\int_0^xK'(x-y)w(y)dy-\int_x^lK'(y-x)w(y)dy.$$

Each further differentiation involves smooth functions and lower derivatives of $w$. Thus $w$ is smooth up to both ends and a polynomial represents it well.

Choose $n$ Gauss nodes $x_i$ with weights $q_i$ on $[0,l]$. Let $\ell_j(y)$ be the polynomial of degree $n-1$ that equals one at $x_j$ and zero at the other nodes. Inserting $w(y)=\sum_jw_j\ell_j(y)$ into (1) at each node gives

$$\sum_j(\delta_{ij}-A_{ij})w_j=F(l-x_i),$$

$$A_{ij}=\int_0^{x_i}K(x_i-y)\ell_j(y)dy+\int_{x_i}^lK(y-x_i)\ell_j(y)dy.$$

Each of the two integrals has a smooth integrand and receives its own $n$-point Gauss rule. In the pseudocode $P_k$ is a Legendre polynomial, and $b$ is a wall sticking probability, zero for the basic problem. With $b>0$, only the fraction $1-b$ is re-emitted after a hit, which multiplies the integrals in both (1) and (2).

```
input l, n, b
t, g = Gauss-Legendre nodes and weights on [-1,1]
x = l*(t+1)/2 ;  q = l*g/2
V[i,k] = P_k(t[i]),  k = 0..n-1 ;  C = inverse(V)
for each i:
    m[0..n-1] = 0
    for [a,c] in ([0,x[i]], [x[i],l]):
        y = a + (c-a)*(t+1)/2 ;  h = (c-a)*g/2
        for each k:
            m[k] += sum_r h[r]*K(|x[i]-y[r]|)*P_k(2*y[r]/l-1)
    A[i,:] = m*C
solve (I-(1-b)*A) w = F(l-x)
W = T(l) + 4*(1-b)*sum_i q[i]*F(x[i])*w[i]
```

There are $2n^2$ kernel evaluations if the values of $K$ are computed once, before the loop over $k$. Assembly in this order and the dense solution each cost $O(n^3)$ operations, and storage is $O(n^2)$.

## Two nodes by hand, then convergence

For $l=1$ and $n=2$, the nodes are 0.211325 and 0.788675, with weights $1/2$. The split integrals give $A_{11}=A_{22}=0.412482$ and $A_{12}=A_{21}=0.174898$. The equations are

$$0.587518\,w_1-0.174898\,w_2=0.092312,$$
$$-0.174898\,w_1+0.587518\,w_2=0.321564.$$

Their solution is $w_1=0.351176$, $w_2=0.651868$. The direct fraction is $T(1)=(\sqrt2-1)^2=0.171573$, and therefore

$$W\simeq0.171573+4\cdot\tfrac12(0.321564\times0.351176+0.092312\times0.651868)=0.5178.$$

The sum $w_1+w_2=1.0030$ should be one. Its excess exposes the error of the two-point inner rules.

With 24 nodes the result is $W=0.514231$, of which 0.342658 arrives after at least one wall hit. Relative to that solution, the absolute errors in $W$ are:

| $n$, split rule | error | $n$, plain rule | error |
|---:|---:|---:|---:|
| 2 | $3.5\times10^{-3}$ | 8 | $5.5\times10^{-3}$ |
| 4 | $1.1\times10^{-6}$ | 16 | $1.4\times10^{-3}$ |
| 6 | $9.5\times10^{-9}$ | 32 | $3.7\times10^{-4}$ |
| 8 | $1.3\times10^{-11}$ | 64 | $9.4\times10^{-5}$ |

The plain rule replaces $A_{ij}$ by $q_jK(|x_i-x_j|)$. Its error can be estimated. Near an interior node, Gauss points are almost evenly spaced, with spacing $h=(\pi/n)\sqrt{x(1-x)}$ for $l=1$ and large $n$. A trapezoidal sum with a node on the kink exceeds the integral by $h^2/12$ times the drop in slope, $3w$; the excess is $e=h^2w/4$.

The resulting error $\delta w$ obeys, to first order, $\delta w=e+\int K\delta w$. The function $v=1-w$ obeys $v=F(x)+\int Kv$, the mirror image of (1). Since $K$ is symmetric, $\int F\delta w\,dx=\int ve\,dx$, and

$$\delta W=4\int_0^1(1-w)e\,dx=\frac{\pi^2}{n^2}\int_0^1x(1-x)w(1-w)\,dx .$$

The computed profile is $w=0.242$, 0.370, 0.500, 0.630 and 0.758 at $x=0$, 0.25, 0.5, 0.75 and 1. A straight line between its end values makes the last integral 0.0395, so $\delta W\simeq0.39/n^2$. At $n=64$ this is $9.5\times10^{-5}$, close to the tabulated size. The estimate is positive, and the plain rule does give too large a $W$.

The profile does not start at zero because half the molecules emitted at the inlet edge fly inward, and some of these reach the outlet.

An independent calculation followed 1,000,000 random molecular paths through the same tube. It gave $W=0.5138\pm0.0005$, where the uncertainty is one standard error.

Equilibrium supplies two further comparisons. With equal flux $J$ entering both ends, wall hits occur at rate $J\pi DL$ and molecules enter at rate $J\pi D^2/2$, so the mean number of hits is $2L/D=2$. For gas density $N$ and speed $c$, the path travelled per unit time is $Nc\pi D^2L/4$. The entry rate is $(Nc/4)(\pi D^2/2)$, so the mean path is $2L$. The traced means were 1.997 hits and $1.997D$.

## Stability and failure modes

Since $F''=-K'>0$, the escape probability $F(x)+F(l-x)$ is smallest at the middle. The integral operator in (1) therefore has maximum norm $1-2F(l/2)<1$, and a source error is amplified by at most $1/[2F(l/2)]$. For large $x$, $F\simeq1/(8x^3)$, so this bound grows as $l^3/2$. The bound is far from sharp for long tubes. The actual amplification is the mean number of wall emissions of a molecule that starts at the middle. The axial step has variance $2\int_0^\infty x^2K\,dx=4\int_0^\infty xF\,dx=2/3$, so this number grows only as $(l/2)^2/(2/3)=3l^2/8$. This limit is approached slowly: the computed number is 56 at $l=10$, where the formula gives 37.5 and the bound is 520, and it still exceeds the formula by 14% at $l=40$ and by 4% at $l=160$. Long tubes also need more nodes, because the kernel stays about one diameter wide while the polynomial spans the whole length. Dividing the tube into panels is then a natural remedy.

The closed forms subtract nearly equal numbers at large $x$. Using $s_x-x=1/(s_x+x)$, and multiplying out $K$ by the conjugate sum, gives safe forms:

$$T=\frac1{(s_x+x)^2},\qquad F=\frac1{2s_x(s_x+x)^2},$$
$$K=\frac{1+3x^2/4}{s_x^3(s_x^3+x^3+3x/2)} .$$

For $K$, the numerator is $(1+x^2)^3-x^2(x^2+3/2)^2=1+3x^2/4$.

A units error is harder to detect, because the symmetry relation still holds for the wrong length. The present tube has $L/D=1$ but $L/R=2$, where $R$ is its radius. Entering 2 for $l$ returns 0.357 instead of 0.514.

## From transmission to growth in a hole

Close the outlet with a flat bottom of sticking probability $s$, and keep the walls inert. A molecule reaches the bottom at least once with probability $W$. Let $P_b$ be the probability of eventual capture for a molecule now arriving there. If the re-emitted molecules are treated as uniform over the bottom, each returns before escaping with probability $1-W$:

$$P_b=s+(1-s)(1-W)P_b .$$

Collecting the $P_b$ terms gives $P_b=s/[s+(1-s)W]$, and the capture probability from the mouth is $P=WP_b$. The mouth and the bottom have equal areas, and an open surface captures the fraction $s$. The growth ratio is therefore

$$\frac Ps=\frac{W}{s+(1-s)W}=\frac1{1+s(1/W-1)}. \tag{3}$$

It equals $W$ at $s=1$ and tends to one as $s\to0$. A weakly sticking molecule usually leaves the bottom uncaptured, and its repeated visits make up for the molecules that never arrive.

Uniform re-emission is an approximation. Tracing 600,000 molecules in the blind hole gave $P=0.2329\pm0.0003$ at $s=0.3$; the formula gives 0.2338. At $s=0.001$ the traced growth deficit $1-P/s$ was $(9.44\pm0.04)\times10^{-4}$, and the formula gives $9.44\times10^{-4}$. The sampling noise is comparable to the error of the approximation. When the radial distribution over the bottom is resolved, the model gives $P=0.2335$ and a deficit of $9.50\times10^{-4}$, so the formula overestimates $P$ by 0.1% and underestimates the deficit by 0.7%.

For the opening example, take silane at 1 mTorr and 900 K, and assume that the walls stay inert. With molecular mass $m$ and Boltzmann constant $k_B$, the incident flux is $J=p/\sqrt{2\pi mk_BT_g}=2.07\times10^{17}$ cm$^{-2}$s$^{-1}$, where $p$ is the pressure and $T_g$ the gas temperature. Each captured silane supplies one silicon atom. Dividing $sJ$ by the crystal density, $4.99\times10^{22}$ cm$^{-3}$, gives an open-surface rate of 2.5 nm/min. At the initial hole rate, filling takes roughly 80 min.

The assumptions differ greatly in their effect:

- **Gas collisions.** A rough collision diameter $d=0.4$ nm gives a mean free path $k_BT_g/(\sqrt2\pi d^2p)\approx130$ mm. The mean path in a blind hole without capture is $4L$, because only one opening feeds it. This means about $6\times10^{-6}$ collisions per visit. With so long a free path the gas need not be at the substrate temperature; at the same pressure and sticking probability, gas at 300 K gives 4.3 nm/min instead of 2.5.
- **Wall sticking.** A probability of 0.001 lowers $W$ from 0.5142 to 0.5133; a probability of 0.2 lowers it to 0.376. Equation (3) does not include this loss, and the small change in $W$ understates it, because a weakly sticking molecule hits the wall four times per visit on average. With probability 0.001 on both wall and bottom, the bottom growth ratio falls from 0.999 to 0.995 and the wall captures four times as much as the bottom. The hole would then close from the side in about 40 min. The silane figures above hold only while no silicon nucleates on the wall.
- **Wall reflection.** If 10% of wall reflections are mirror-like, tracing gives $W=0.5470\pm0.0005$.
- **Filling.** When half the depth remains, $W=0.672$. For silane this only moves a growth ratio of 0.999 closer to one. This assumes that the bottom stays flat, and (3) is an average over its area. At $s=0.001$ the flux is uniform to better than 0.1%, but at $s=1$ it falls from 0.576 of the open-surface value at the centre to about 0.43 at the edge.

The sticking probability used here is only a rough value. In a real process it varies with temperature and surface coverage, and the growth rate is nearly proportional to it while it stays small (in this hole $P/s$ is 0.99 at $s=0.01$ but 0.91 at $s=0.1$). Tapered walls, crystal facets and surface diffusion are also absent, and their effects are not estimated here. The entry condition matters too: a beam parallel to the axis would reach the bottom without touching the wall, so its first-arrival probability would be one, not 0.514.
